# Why rapid heating reveals heat-flux inertia without normal scattering

Two laser beams cross in a semiconductor layer and heat it in stripes 600 nm apart. The brightness of the stripes is modulated at 16 GHz. Heat flows from the hot stripes to the cold ones, but the flow does not follow the temperature gradient at once: it lags. Such a lag is associated with second sound, the wave-like motion of heat known from crystals in which phonon collisions nearly conserve crystal momentum. Near room temperature many collisions destroy that momentum. Why does the lag survive, and does it prove that a heat wave exists?

The lag survives because a heat flux needs a finite time to build up or decay even when the collisions destroy momentum. It becomes visible when the heating changes within that time. This is the inertia behind what is called driftless second sound. It does not by itself prove a freely propagating wave.

## The model and its flux equation

Take phonons of a single speed $v$, equal in all directions. Let $e(x,\mu,t)$ be their excess energy density per direction, where $\mu$ is the cosine of the angle to $x$, and let $\langle\cdot\rangle=\tfrac12\int_{-1}^{1}d\mu$. The temperature rise $T$ and the heat flux $j$ are defined by

$$e_0=\langle e\rangle=CT,\qquad e_1=\langle\mu e\rangle,\qquad j=ve_1,$$

with $C$ the heat capacity per volume. For small temperature changes, the Boltzmann equation with two relaxation rates is

$$\partial_t e+v\mu\,\partial_x e=-\gamma_R(e-e_0)-\gamma_N(e-e_0-3\mu e_1)+p .$$

Resistive collisions, at rate $\gamma_R$, drive the phonons to an isotropic state. Normal collisions, at rate $\gamma_N$, drive them to a drifting state that carries the same momentum. The heating $p$ is isotropic. The equations hold in any consistent units, atomic units included.

Averaging over $\mu$ removes both collision terms, since both conserve energy:

$$\partial_t(CT)+\partial_x j=p .$$

Now multiply by $v\mu$ and average. Because $\langle\mu^2\rangle=1/3$, the normal term gives $-\gamma_N(j-3\cdot\tfrac13 j)=0$. With $\mu^2=\tfrac13+\tfrac23P_2(\mu)$ and $e_2=\langle P_2e\rangle$,

$$\partial_t j+\gamma_R j=-\frac{v^2C}{3}\partial_xT-\frac{2v^2}{3}\partial_x e_2 .$$

If the pattern is wide enough, the last term is negligible. Dividing by $\gamma_R$ and writing $\tau=1/\gamma_R$, $\kappa_0=Cv^2\tau/3$ gives

$$\tau\,\partial_t j+j=-\kappa_0\,\partial_xT .$$

The first term is the inertia. The normal rate has dropped out, so the term is the same for $\gamma_N=0$. In this model the momentum density is $j/v^2$, so flux and momentum relax together. What matters is the comparison of $\tau$ with the heating time, not of $\gamma_R$ with $\gamma_N$.

Let all quantities vary as $e^{ikx-i\omega t}$; a positive phase is then a delay. The conductivity, defined by $j=-ik\kappa T$, becomes

$$\kappa(\omega)=\frac{\kappa_0}{1-i\omega\tau},$$

and the flux lags the gradient force $-\partial_xT$ by $\arctan\omega\tau$. Slow heating, $\omega\tau\ll1$, returns Fourier's law. For $\omega\tau\gg1$ the lag tends to 90° and, for a given temperature gradient, the flux amplitude falls as $1/\omega$.

Sudden heating shows the same thing in time. If a wide pattern is created at $t=0$, $T$ hardly changes while the flux builds up from zero:

$$j(t)=-\kappa_0\,\partial_xT\,(1-e^{-t/\tau}).$$

Fourier's law would demand the whole flux at once.

## How wide the pattern must be

The neglected $e_2$ measures how far the angular distribution departs from isotropy plus drift. Multiply the Boltzmann equation by $P_2$ and average. Both kinds of collision relax $e_2$, at the total rate $\gamma_2=\gamma_R+\gamma_N$. Since $\mu P_2=\tfrac25P_1+\tfrac35P_3$, and the $P_3$ moment is smaller than $e_2$ by a further power of $k$,

$$(\gamma_2-i\omega)e_2\simeq-\frac25ikv\,e_1=-\frac25ik\,j .$$

Substituting this into the flux equation, with $(ik)^2=-k^2$, gives

$$\left[\gamma_R-i\omega+\frac{4}{15}\frac{k^2v^2}{\gamma_2-i\omega}\right]j=-\frac{v^2C}{3}\,ikT,$$

and hence, to first order in $k^2$,

$$\kappa(k,\omega)\simeq\frac{\kappa_0}{1-i\omega\tau}\left[1-\frac{4}{15}\frac{k^2v^2}{(\gamma_R-i\omega)(\gamma_2-i\omega)}\right].$$

Normal collisions enter only through the correction. At fixed $k$, faster heating makes the correction smaller: phonons travel less far within a cycle. A sufficient condition for the simple law is $kv\ll|\gamma_R-i\omega|$.

For purely resistive scattering no expansion is needed. Put $z=\gamma_R-i\omega$. The Boltzmann equation reads $(z+ikv\mu)e=\gamma_Re_0+p$. Divide by the bracket and average; the part odd in $\mu$ vanishes:

$$e_0=A(\gamma_Re_0+p),\qquad A=\frac12\int_{-1}^{1}\frac{z\,d\mu}{z^2+k^2v^2\mu^2}=\frac{\arctan(kv/z)}{kv}.$$

Thus $p=e_0(1/A-\gamma_R)$. Energy balance gives $ikj=p+i\omega e_0=e_0(1/A-z)$. Since $\kappa=j/(-ikT)=ikj/(k^2T)$,

$$\kappa(k,\omega)=\frac{C}{k^2}\left(\frac1A-z\right).$$

## How large the lag is

Choose $v=6$ nm/ps, $\tau=10$ ps and $C=1.2$ J/(cm³ K), with no normal scattering. The mean free path is $\Lambda=v\tau=60$ nm, and

$$\kappa_0=\frac{(1.2\times10^6)(6\times10^3)^2(10^{-11})}{3}=144\ \mathrm{W/(m\,K)}.$$

The 600 nm period gives $k\Lambda=2\pi\times60/600=0.628$. At 16 GHz, $\omega\tau=1.005$. The table holds the pattern and heating power fixed and varies the frequency. "Wide" denotes $\arctan\omega\tau$.

| GHz | flux lag | wide | $\lvert\kappa\rvert/\kappa_0$ |
|---:|---:|---:|---:|
| 1 | 3.0° | 3.6° | 0.91 |
| 5 | 14.9° | 17.4° | 0.89 |
| 16 | 42.2° | 45.2° | 0.70 |
| 40 | 67.7° | 68.3° | 0.37 |

One heating period at 16 GHz lasts 62.5 ps. Left alone, a uniform phonon drift would decay in that time by $e^{-6.25}$, to about 0.2% of its initial momentum. Momentum is far from conserved over a cycle, yet the flux lags by 42°. Adding normal collisions at the same rate as the resistive ones changes the lag to 43.4°, closer to the wide-pattern value.

After sudden heating of the same pattern, the flux at 2 ps is 18% of its Fourier value. At 10 ps it is 64%, against 63% in the wide limit, and at 30 ps it is 98%, against 95%. The excess comes from the finite pattern width: the stripes cool while the flux builds up, and phonons carry energy from a time when the stripes were hotter. This memory alone, as contained in the simple flux law, would give 106% at 30 ps; finite phonon travel, which lowers the conductivity of the pattern, cancels about two thirds of that excess over the wide limit. The ratio finally passes slightly above one, as the decay rate of the free mode below shows.

## What the temperature shows

Experiments usually read temperature rather than flux. Energy balance gives

$$CT=\frac{p}{-i\omega+\kappa k^2/C}.$$

To isolate inertia, keep $p$, $k$ and $\omega$ fixed and replace $\kappa(k,\omega)$ by its static value $\kappa(k,0)=0.912\,\kappa_0$. This retains the static reduction due to the pattern width. At 16 GHz the temperature lags the heating by 85.8° with inertia and 83.2° without it. A 42° flux lag thus changes the temperature phase by only 2.7°; the temperature amplitude is about 7% larger with inertia.

At low frequency the signature changes sign: at 1 GHz the temperature lag is 25.3° with inertia and 27.6° without. The simple flux law explains this. Let $X=\kappa_0k^2/C$. The denominator is

$$-i\omega+\frac{X(1+i\omega\tau)}{1+\omega^2\tau^2},$$

so the temperature lag $\phi$ obeys

$$\tan\phi=\frac{\omega}{X}\left(1+\omega^2\tau^2-X\tau\right).$$

Without inertia the bracket is one. Inertia therefore shortens the temperature lag for $\omega^2\tau^2<X\tau$ and lengthens it above. As $X\tau=(k\Lambda)^2/3$, the crossover lies at $\omega\tau\simeq k\Lambda/\sqrt3=0.36$, or about 6 GHz here. A phase measurement near this frequency can miss the inertia even though the flux lag is appreciable. The amplitude still shows it, being about 10% larger than without inertia.

The flux can be recovered from $ikj=p+i\omega CT$, but the two terms on the right nearly cancel. At 16 GHz, $|p/(CT)|$ is about 0.095 ps⁻¹, while $|\kappa|k^2/C$ is about 0.0092 ps⁻¹. Errors are magnified tenfold: a 1% error in temperature amplitude relative to $p$ becomes an error of about 10% of the flux. A temperature phase error of 1° shifts the inferred flux lag by roughly 6°, as follows from $\kappa k^2/C=p/(CT)+i\omega$; the rest of the magnified error changes the flux amplitude.

## Why a lag is not yet a wave

Without heating, replace $-i\omega$ by a growth rate $s$. The simple flux law and energy balance give

$$s^2+\gamma_Rs+\frac{v^2k^2}{3}=0 .$$

This predicts decaying oscillations when $vk/\sqrt3>\gamma_R/2$, that is, $k\Lambda>\sqrt3/2=0.87$. But a free pattern sets its own rate, and here the law is being used outside its range. For resistive scattering the full condition is $1=\gamma_RA$, or $\arctan[kv/(\gamma_R+s)]=k\Lambda$. Hence

$$s=-\gamma_R(1-k\Lambda\cot k\Lambda),\qquad k\Lambda<\frac\pi2 .$$

This rate is real. At $k\Lambda=1.2$ the simple law predicts an oscillation at 7.6 GHz; the Boltzmann equation gives plain decay at 0.053 ps⁻¹. For the 600 nm pattern, energy balance makes the late ratio of flux to Fourier flux $3(1-k\Lambda\cot k\Lambda)/(k\Lambda)^2=1.03$, which is the slight excess noted above.

The absence of a slow oscillation is not special to one lifetime. Let groups $n$ have heat capacities $C_n$, speeds $v_n$ and resistive rates $\gamma_n$, all relaxing towards a common temperature $T_*$ fixed by energy conservation. Then

$$e_n=\frac{\gamma_nC_nT_*}{\gamma_n+s+ikv_n\mu},\qquad \sum_n\gamma_n\langle e_n\rangle=\sum_n\gamma_nC_nT_* .$$

A free mode must therefore satisfy

$$\sum_nC_n\gamma_n=\sum_nC_n\gamma_n^2\left\langle\frac1{\gamma_n+s+ikv_n\mu}\right\rangle .$$

Write $s=a+ib$, with decay slower than the slowest scattering rate, so that $a_n=\gamma_n+a>0$ for every group. With $c_n=kv_n>0$, the imaginary part of each average is

$$-\frac1{4c_n}\ln\frac{a_n^2+(b+c_n)^2}{a_n^2+(b-c_n)^2}.$$

It has the sign of $-b$ for every group. The sum cannot be real unless $b=0$. Within this isotropic model with resistive relaxation, no free oscillating mode outlives the slowest scattering. Short-lived ballistic oscillations are not excluded, nor are waves under other collision laws.

Normal collisions change this because they make $e_2$ decay quickly without damping the flux. A wave then exists for $\gamma_R/2<kv/\sqrt3$ and $kv\ll\gamma_2$. With $\gamma_N=20\gamma_R$ and $k\Lambda=2$, the model has a mode at 16.4 GHz with decay rate 0.053 ps⁻¹. Even this wave falls to about 4% of its amplitude in one period.

## Heating from a surface

A modulated surface source does not impose $k$. Away from the surface layer, the thermal wave chooses it through $-i\omega+Dk^2=0$, where $D=\kappa/C$. At low frequency $k^2\simeq i\omega/D_0$, with $D_0=\kappa_0/C=v^2/(3\gamma_R)$, so $k^2v^2\simeq3i\omega\gamma_R$. Inserting this in the corrected conductivity gives

$$D\simeq D_0\left[1+i\omega\tau-\frac4{15}\frac{3i\omega\gamma_R}{\gamma_R\gamma_2}\right]
=D_0\left[1+i\omega\tau\left(1-\frac45\frac{\gamma_R}{\gamma_2}\right)\right].$$

The apparent flux lag is the coefficient of $i\omega$. Without normal scattering it is $\tau/5$: finite phonon travel cancels four fifths of the inertia. At 1 GHz the model gives 2.0 ps although $\tau=10$ ps. With $\gamma_N=4\gamma_R$ it gives 8.4 ps. Inferring $\tau$ from the wavenumber of this wave with the simple flux law can thus understate it fivefold. The temperature at the surface itself also depends on the surface layer and can give a different apparent time.

## Silicon and the choice of experiment

The conductivity is chosen to resemble that of silicon near 300 K, which is of the order of 150 W/(m K). The chosen heat capacity is somewhat below the full value for silicon, because one group stands for the phonons that carry most heat. The single lifetime is a strong simplification, since phonon lifetimes in silicon span a wide range. Much of the heat in real silicon is carried by phonons with mean free paths of several hundred nanometres or more, so a 600 nm pattern is not wide there, and its static conductivity is reduced far more than the 9% found here. The lags in the table illustrate the model; they are not predictions for silicon. For several groups heated in proportion to their heat capacities, each obeys its own flux equation in the wide-pattern limit, so

$$\kappa(\omega)=\sum_n\frac{\kappa_n}{1-i\omega\tau_n}.$$

An illustrative mixture with 90% of the heat capacity at 5 ps and 10% at 55 ps keeps $\kappa_0$ unchanged, with conductivity shares 0.45 and 0.55. For a wide pattern its low-frequency lag is the conductivity-weighted mean, $0.45\times5+0.55\times55=32.5$ ps, over three times the single-lifetime value. At a 600 nm period the finite pattern width reduces this low-frequency lag to about 2.7 ps. At 16 GHz and 600 nm, its flux lag is 37° instead of 42°, and $|\kappa|/\kappa_0$ is 0.48 instead of 0.70. The slow group has $\omega\tau_n=5.5$ and can hardly follow the heating. A fitted lag time therefore depends on frequency and pattern period and is not one phonon lifetime.

The heat source also has a delay. A rough 3 ps for carriers and optical phonons to release their energy adds 17° to the temperature phase, six times the inertial signal. Comparing the 600 nm pattern with a much wider one at the same frequency removes the common delay. For the wide pattern the temperature lag tends to 90°, so the difference is 4.2° with inertia and 6.8° without. Carrier spreading during a rough 0.5 ps of cooling leaves a pattern-dependent phase of about 0.2° for a carrier diffusivity of 15 cm²/s. If hot carriers spread faster, the phase is larger: about 0.7° at 60 cm²/s. Cooled carriers matter more. At 15 cm²/s their grating decays in about 6 ps, and a diffusing pair carries roughly 4 to 5 $k_BT$ while it stores 3 $k_BT$, so it cools the bright stripes and warms the dark ones. For about 0.7 eV released promptly per pair, this advances the heat source by roughly 1° to 2° relative to the wide pattern. The shift is comparable to the inertial signal, opposes it, and is not removed by the comparison.

The signal is small. A phonon heating amplitude of 0.5 mW/µm³ gives 4.4 mK at 16 GHz, while ten cycles raise the mean temperature by at least 0.26 K through prompt heating alone, even with full stripe contrast and full modulation. They also leave roughly $2.7\times10^{18}$ carriers per cm³, for the rough photon energy and gap used. Carriers can affect an optical reading directly, and that contribution is not included; it must be calibrated separately. With a rough absorption depth of 3000 nm, the layer within the model's mean free path of 60 nm from the surface is 2% of the heated depth. For the longer paths in real silicon the share is larger.

To look for flux inertia in this regime, impose a pattern much wider than the important mean free paths, modulate it on the scale of the flux relaxation time, and, if the phase is what is measured, stay away from the crossover frequency. A very wide pattern weakens the effect of inertia on the temperature, so the period is a compromise: in this model, the phase change at 16 GHz falls from 2.7° at a period of 600 nm to about 0.15° at 3000 nm. In silicon, where important mean free paths reach several hundred nanometres or more, a truly wide pattern therefore leaves only a very small trace of inertia in the temperature, although the temperature oscillation itself does not vanish. To claim a free wave, switch the heating off and look for a temperature oscillation that decays more slowly than the slowest scattering rate, and rule out ordinary sound. A change of sign alone is not enough, since ballistic phonons can cause one. The heated stripes can launch sound too, through thermal expansion; in silicon with a 600 nm period the frequencies of surface and bulk waves are roughly 8 to 16 GHz, depending on the crystal direction, and they can disturb an optical reading. For hot spots a few tens of nanometres across in a chip, $k\Lambda$ is no longer small in this model, and the full transport equation is needed instead of a flux law with one added time. Further values are in the numerical output.

## Computed results

```
MODEL (rough silicon regime, 300 K)
speed 6.0 nm/ps; flux relaxation time 10.0 ps
heat capacity 1.20 J/(cm3 K); temperature 300 K
mean free path 60.0 nm; pattern period 600 nm
static conductivity kappa0 144.0 W/(m K)
k times mean free path 0.6283 (dimensionless)
main frequency 16.0 GHz; omega tau 1.0053 (dimensionless)
DRIVEN RESPONSE, no normal scattering; all lags in degrees
GHz | flux lag exact, wide-pattern | T lag exact, no inertia | |kappa|/kappa0
   1 |   3.02,   3.60 |  25.27,  27.63 | 0.9111
   5 |  14.89,  17.44 |  68.37,  69.09 | 0.8863
  16 |  42.17,  45.15 |  85.84,  83.19 | 0.7026
  40 |  67.72,  68.30 |  89.57,  87.27 | 0.3736
static kappa(k,0)/kappa0 0.9121 (dimensionless)
temperature phase due to inertia at main frequency 2.65 degrees
flux lag shift, 32 to 64 angles: 2.1e-14 degrees
PULSE: flux / Fourier flux (dimensionless): model pattern, wide limit
at    2 ps: 0.1814, 0.1813
at   10 ps: 0.6408, 0.6321
at   30 ps: 0.9834, 0.9502
FREE MODES (k mfp = k times mean free path)
k mfp 1.2, resistive: decay rate 0.05335 1/ps, no oscillation
k mfp 1.2, truncated flux law falsely gives 7.63 GHz
k mfp 2.0, normal/resistive rate 20: 16.38 GHz, decay rate 0.05266 1/ps
SURFACE WAVE at 1 GHz: apparent flux lag
normal/resistive rate 0: 2.000 ps
normal/resistive rate 4: 8.399 ps
NEGLECTED EFFECTS at main frequency (rough inputs)
equal normal and resistive rates: flux lag 43.40 degrees
two groups: heat shares 0.9, 0.1; times 5, 55 ps
two groups: flux lag 37.14 degrees; |kappa|/kappa0 0.4783
two groups: wide-pattern low-frequency lag 32.50 ps
heat release delay 3.0 ps gives source lag 16.78 degrees
carrier cooling 0.5 ps, diffusivity 15 cm2/s
carrier spreading: source loss 7.60 %, phase change 0.22 degrees
phonon heating 0.5 mW/um3 for 10 cycles = 625 ps
temperature amplitude 4.406 mK; mean fast heating 0.260 K
start-up transient left after burst 0.021 %
photon 1.9 eV, gap 1.1 eV, promptly released 0.722 eV
carrier density after burst 2.70e+18 1/cm3
absorption depth 3000 nm: depth/lateral leakage 0.101 %, surface layer share 2.0 %
hbar omega / (k_B T) 2.56e-03 (dimensionless)
```
